# Why a random four-regular graph is not a model of amorphous silicon

**Q:** Amorphous silicon is called a continuous random network. Each atom has four bonds and there is no long-range order. So I take $N$ vertices, give each four bonds, and choose uniformly among all such graphs. Surely that is the ideal structure, with atomic positions to be filled in afterwards.

**A:** The positions cannot be filled in afterwards. In glass science, "random network" means a disordered network that exists in three-dimensional space, with nearly normal bond lengths and angles. Your graph has no space in it, and the loss shows in its rings. By a ring of length $k$ I mean a closed path through $k$ distinct atoms, counted once, whether or not a shortcut crosses it. How many triangles do you expect in your graph?

**Q:** Some fixed small fraction of $N$, I suppose.

**A:** Let us count. Give every vertex four half-bonds, $4N$ in all, and join them in pairs at random. This may produce self-bonds and double bonds, which we remove later.

A given half-bond has $4N-1$ equally likely partners. Once that pair is fixed, the next has $4N-3$, and so on. Therefore $k$ specified bonds are all present with probability

$$p_k=\frac{1}{(4N-1)(4N-3)\cdots(4N-2k+1)} .$$

Next count the possible rings. There are $N(N-1)\cdots(N-k+1)$ ordered lists of $k$ distinct vertices. Each ring appears in $2k$ of them, from $k$ starting points and two directions. At each vertex, one half-bond leads to the next vertex and another to the previous one, which gives $4\times3=12$ choices. The mean number of $k$-rings is

$$E_k=\frac{N(N-1)\cdots(N-k+1)}{2k}\,12^k\,p_k .$$

At fixed $k$ and large $N$, the falling product tends to $N^k$ and $p_k$ to $(4N)^{-k}$ in leading order, so

$$E_k\to\lambda_k=\frac{1}{2k}\left(\frac{12}{4}\right)^k=\frac{3^k}{2k},\qquad \lambda_3=\frac{27}{6}=4.5 .$$

That is 4.5 triangles in the whole graph, however large it is. At $N=100$ the formula already gives 4.466.

**Q:** But I wanted simple graphs. You allowed self-bonds and double bonds, and discarding those graphs could change the average.

**A:** It could, so it needs an argument. A simple graph arises from $(4!)^N$ pairings, because the four half-bonds at each vertex can be assigned to its four neighbours in $4!$ ways. This number is the same for every simple graph, so keeping only the simple outcomes gives your uniform distribution.

Let $Y$ be the number of self-bonds plus the number of double bonds. A self-bond uses two of the four half-bonds at one vertex, so the mean number is

$$N\binom42\frac1{4N-1}\to\frac32 .$$

For a double bond, choose two vertices, two half-bonds at each, and one of two ways to join them:

$$\binom N2\binom42^2\,\frac{2}{(4N-1)(4N-3)}\to\frac{N^2}{2}\,\frac{72}{16N^2}=\frac94 .$$

Thus the mean of $Y$ tends to $\mu=3/2+9/4=15/4$.

Let $X$ be the number of $k$-rings. Consider the mean of $X\binom Ym$, which counts one ring together with $m$ defects. If these pieces share no vertices, together they have as many bonds as vertices. The powers of $N$ cancel and the means multiply, giving $\lambda_k\mu^m/m!$. If distinct pieces overlap, their union has at least one more bond than it has vertices. Each extra bond costs a factor of order $1/N$, so overlaps drop out.

To select $Y=0$, use the partial sums

$$S_R=\sum_{m=0}^{R}(-1)^m\binom Ym .$$

For $Y=0$ this is 1. For $Y\ge1$ it equals $(-1)^R\binom{Y-1}{R}$, by repeated use of $\binom Ym=\binom{Y-1}m+\binom{Y-1}{m-1}$. Even $R$ therefore gives an upper bound on the indicator of $Y=0$, and odd $R$ a lower bound. Multiplying by $X\ge0$ preserves both bounds. Take the mean, let $N\to\infty$ at fixed $R$, and then let $R\to\infty$:

$$\langle X\,\mathbf 1_{Y=0}\rangle\to\lambda_k\sum_{m=0}^{\infty}\frac{(-\mu)^m}{m!}=\lambda_k e^{-15/4}.$$

The same argument without $X$ gives $P(Y=0)\to e^{-15/4}=0.0235$. The ratio is the mean over simple graphs, and it tends to $\lambda_k$. The triangle result remains 4.5.

Direct sampling agrees. Among 808 random simple graphs with $N=400$, the mean number of triangles was 4.59, with a standard error of 0.075. With $N=100$ it was 4.55.

**Q:** Then you have helped my case. Amorphous silicon should have hardly any triangles either, since a three-membered ring forces bond angles of about 60 degrees.

**A:** On triangles alone, yes. Their scarcity does not count against your graph. The trouble is that the same formula covers the rings silicon needs:

$$\lambda_5=24.3,\qquad \lambda_6=60.75,\qquad \lambda_7=156.2 .$$

These too are numbers per graph. The number per atom is $\lambda_k/N$, which vanishes. Crystalline silicon has two six-rings per atom. A cubic micrometre at the crystal's density of about $50\ \mathrm{nm^{-3}}$ holds $5\times10^{10}$ atoms, and your graph would give it

$$\frac{60.75}{5\times10^{10}}\approx1.2\times10^{-9}$$

six-rings per atom.

The statement concerns fixed $k$. Since $\lambda_k$ grows roughly as $3^k$, rings become common once $3^k/(2k)$ is comparable with $N$, that is, at lengths growing as $\ln N/\ln3$ in leading order. Your graph does have rings, but the typical ones lengthen as the sample grows.

**Q:** Perhaps a real glass could be like that: no short rings, only long ones. Why should space object?

**A:** Because without short rings the neighbourhood of an atom is a tree, and a tree grows too fast. The first shell has 4 atoms, and each later shell has three times as many as the one before. Within $r$ bonds there are

$$T_r=1+4(1+3+\cdots+3^{r-1})=1+4\,\frac{3^r-1}{2}=2\cdot3^r-1$$

atoms. Now suppose no bond is longer than $b$ and no two atoms are closer than $s$. All atoms within $r$ bonds lie within a distance $rb$. Spheres of radius $s/2$ around them do not overlap, and all fit inside a sphere of radius $rb+s/2$. Comparing volumes, their number $n$ obeys

$$n\left(\frac s2\right)^3\le\left(rb+\frac s2\right)^3
\quad\Rightarrow\quad n\le P_r=\left(\frac{2rb}{s}+1\right)^3 .$$

An exponential eventually exceeds a cubic. For silicon take generous limits, $b=0.27$ nm and $s=0.21$ nm. At $r=8$,

$$P_8=\left(\frac{2\times8\times0.27}{0.21}+1\right)^3\approx1.00\times10^4,\qquad T_8=13\,121 .$$

The tree does not fit. The bound is loose: diamond has 525 atoms within eight bonds.

**Q:** So one atom cannot have a perfect tree around it. That might cost one ring somewhere, not a finite density of rings.

**A:** The argument applies to every atom. Start at any atom and go outward shell by shell. If fewer than $T_r$ atoms are found within $r$ bonds, there are two possibilities. Two atoms in the same shell $j\le r-1$ may be bonded, which closes a ring of length at most $2j+1\le2r-1$. Or an atom in shell $j\le r$ may be reached from two atoms of the previous shell, which closes a ring of length at most $2j\le2r$. Either way, a ring of length at most $2r$ lies within $r$ bonds of the starting atom.

Many atoms may share one ring, but not arbitrarily many. Pick one atom on the ring. Everyone who shares it lies within $r$ bonds of that atom, so there are at most $P_r$ of them. The network must contain at least $N/P_r$ rings of length at most $2r$. With the numbers above, this is about $10^{-4}$ rings per atom of length 16 or less. It is a lower bound, far below what a real network should have, but it does not shrink with $N$.

**Q:** And my graph cannot reach even that?

**A:** Almost never, when it is large. First, $E_k\le\lambda_k$ for $k\ge2$ at every $N\ge k$. Dividing the two gives

$$\frac{E_k}{\lambda_k}=\prod_{j=0}^{k-1}\frac{N-j}{N-(2j+1)/4}.$$

The factors $j=0$ and $j=1$ multiply to $(N^2-N)/(N^2-N+3/16)<1$, and each later factor is below 1 because $j>(2j+1)/4$.

The sum of $\lambda_k$ from $k=3$ to 16 is $2.09\times10^6$. Restricting to simple graphs can raise a mean by at most the factor $1/P(Y=0)$. A non-negative quantity reaches a value $a$ with probability at most its mean divided by $a$. Taking $a=N/P_8$ gives

$$P(\text{fits in space})\le\frac{P_8\sum_{k=3}^{16}\lambda_k}{N\,P(Y=0)}
\approx\frac{1.00\times10^4\times2.09\times10^6}{0.0235\,N}\approx\frac{8.9\times10^{11}}{N},$$

where the large-$N$ value of $P(Y=0)$ has been used. The chance is below 1% once $N$ exceeds $8.9\times10^{13}$, a silicon cube about 12 µm on a side. That size is sufficient, not necessary; the estimate is crude, and much smaller graphs may already fail to fit.

**Q:** Still, people make such networks by switching bonds at random. Is that not a walk through my graphs?

**A:** It is, if nothing but the graph decides. Take a chain A–B–C–D, remove the bonds A–B and C–D, and add A–C and B–D. All atoms keep four bonds. If B, C, A and D are picked at random along existing bonds, a switch and its reverse are equally likely to be proposed. Accepting every switch that leaves the graph simple therefore preserves the uniform distribution. I have not proved that every connected graph can be reached, but the ring counts come out close to the random-graph limits.

To model a solid, let elastic energy decide. A usual choice is the Keating energy, with bond vectors $\mathbf r_{ia}$ from atom $i$ to its four neighbours:

$$E=\frac{3\alpha}{16d^2}\sum_{\text{bonds}}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_i\sum_{a<b}\left(\mathbf r_{ia}\cdot\mathbf r_{ib}+\frac{d^2}{3}\right)^2 .$$

The first term favours the bond length $d$. The second favours the tetrahedral angle, for which the scalar product is $-d^2/3$. I used $d=0.235$ nm, $\alpha=300\ \mathrm{eV/nm^2}$ and $\beta/\alpha=0.3$. These are roughly Keating's constants for silicon, but his stretching term is $3\alpha/8d^2$ per bond, twice the one written here. The bonds in this model are therefore too soft: the crystal gets a bulk modulus $(\tfrac32\alpha+\beta)/3a\approx53$ GPa, with $a$ the cube edge, against about 98 GPa for silicon. The energies and the volume change quoted below belong to this softer model.

The example starts from a 216-atom periodic diamond cell, held at crystal density. There were 25 disordering switches, each accepted only if it raised the energy by less than 8 eV, then 11 more accepted in a short anneal with $kT=0.25$ eV, with relaxation after each switch. Only 5.6% of the atoms kept the ring environment of diamond. The rings per atom were:

| Ring length | Network in space | Blind switching |
|---|---:|---:|
| 3 | 0.000 | 0.022 |
| 4 | 0.028 | 0.046 |
| 5 | 0.241 | 0.112 |
| 6 | 1.227 | 0.277 |
| 7 | 0.833 | 0.710 |

**Q:** The seven-rings are nearly equal. That hardly looks like a vanishing density.

**A:** At 216 atoms it is not one. The limiting formula gives $156.2/216=0.72$ seven-rings per atom, because $3^7/14$ is already comparable with $N$. The contrast is clearer for five- and six-rings together: 1.47 per atom in space against 0.39 for blind switching. For the random graph, this density falls as $1/N$ when the sample grows. In sampled graphs, going from 100 to 400 vertices multiplied the six-ring density by 0.251, close to the expected one quarter.

The table does not isolate the effect of space, however. The network in space is only 36 accepted switches away from diamond, whereas the blind column averages graphs along a run of 95 000 attempted switches. An atom loses its diamond environment as soon as one of its twelve six-rings is broken, so many of the six-rings in the spatial network are left over from the crystal. Indeed, 36 switches made from diamond with no energy at all still leave about one six-ring per atom, and about 1.2 five- and six-rings together, so most of the contrast in the table comes from the small number of switches. The case for a finite ring density rests on the packing argument, not on this comparison.

Nor does this small cell demonstrate the packing theorem. A tree of radius five needs 485 atoms, so any four-regular graph with 216 atoms must have rings of length 10 or less, with or without space.

**Q:** What happens if you force the blind graph into the same cell?

**A:** I minimized its Keating energy from the crystal positions. The result had a mean bond length of 0.574 nm and an energy of about 400 eV per atom, against 0.236 nm and 0.47 eV per atom for the network in space. Do not read the second graph's 400 eV as a measure of how badly it fits, however. The crystal start ties each bond to one periodic image of its neighbour, and the relaxation keeps that choice, so many bonds stay far longer than $d$. With other images the same graph can reach a far lower energy by piling its atoms almost on top of one another, because this energy stays finite even when atoms coincide. What rules out such a pile is the least distance $s$ in the packing argument, not the Keating energy.

**Q:** Then is your own network a good model of amorphous silicon?

**A:** It is a crude one. Its bond angles deviate from tetrahedral by 11.6 degrees rms, near the roughly 10 degrees usually associated with the material. Other features are poor. The closest pair of atoms is 0.148 nm apart, and 16 unbonded pairs are closer than 0.30 nm. The Keating energy stays finite at any distance, so it does not forbid such close approaches. The cell therefore violates the $s=0.21$ nm assumed in the packing estimate. With its own longest bond, 0.269 nm, and its closest distance, the conflict radius in a large network would be nine bonds instead of eight.

The fixed volume matters too. A parabola through energies at linear scalings of 0.98, 1 and 1.02 puts the preferred volume 9.9% below that of the cell. This is an extrapolation beyond the sampled range, so only the sign and rough size are useful. Real amorphous silicon is roughly 2% less dense than the crystal, so this model errs in the opposite direction. I have not tested how the rings would change with a better energy, a free volume or a longer anneal.

**Q:** Real material also has atoms with three bonds. Could those rescue the random graph?

**A:** No. For mixed coordination $z$, the same count replaces 12 by the average of $z(z-1)$ and 4 by the average of $z$. If, for illustration, 1% of the atoms are threefold,

$$\lambda_3=\frac16\left(\frac{0.99\times12+0.01\times6}{0.99\times4+0.01\times3}\right)^3
=\frac16\left(\frac{11.94}{3.99}\right)^3\approx4.47 .$$

The triangle number moves by less than 1%, and the density still falls as $1/N$. What your graph lacks is a set of positions that its bonds must respect. The remaining sampled values are in the numerical output.

## Numbers as computed

```
Mean triangles, random pairing (number per graph):
  N = 10: 4.10573
  N = 100: 4.46574
  N = 1000: 4.49662
  N = 1000000: 4.50000
Simple graphs, N = 100, 810 samples:
  mean number of 3-,4-,5-,6-rings: 4.55, 10.19, 24.45, 60.59
Simple graphs, N = 400, 808 samples:
  mean number of 3-,4-,5-,6-rings: 4.59, 10.31, 24.23, 60.77
Standard error of triangle mean, N = 400: 0.075
Triangle variance/mean, N = 400: 0.996
Simple fraction: sampled 0.0228, limit 0.0235
Six-ring density ratio, N = 400 to 100: 0.251
Limits for 3- to 7-rings (number per graph): 4.500, 10.125, 24.300, 60.750, 156.214
Atoms within 5 bonds: tree 485, random graph 479.9, diamond 147
Embedding bound: b = 0.27 nm, s = 0.21 nm
  conflict radius 8 bonds: tree 13121 atoms, packing limit 10038, diamond 525
  ring length bound 16; least density 9.96e-05 rings per atom
  random-graph rings up to that length: 2.091e+06 per graph
  embedding chance below 1% for N > 8.92e+13 atoms
  silicon cube with that many atoms: side 1.21e+04 nm
Silicon number density used: 50.0 per nm^3
Random-graph six-rings per atom in 1 um^3 of silicon: 1.21e-09
Keating cell: 216 atoms, side 1.628 nm
  bond 0.235 nm, stretching 300 eV/nm^2, bending ratio 0.3
  disordering switches 25, annealing switches 11, kT 0.25 eV
Rings per atom, lengths 3,4,5,6,7:
  diamond: 0.000, 0.000, 0.000, 2.000, 0.000
  network in space: 0.000, 0.028, 0.241, 1.227, 0.833
  blind switching: 0.022, 0.046, 0.112, 0.277, 0.710
Blind switching, triangles per graph: 4.84
Atoms with intact diamond rings: 5.6 %
Bond-angle rms deviation: 11.6 degrees
Strain energy, network in space: 0.467 eV per atom
Strain energy, random graph: 401.7 eV per atom
Mean bond length, network in space: 0.236 nm
Mean bond length, random graph: 0.574 nm
Longest bond in network: 0.269 nm
Closest pair in network: 0.148 nm
Unbonded pairs closer than 0.30 nm: 16
Volume change suppressed by fixed cell: -9.9 %
Rings closed only by the boundary, up to length 7: 0
```
